Odd polarization terms, unequal wells and internal bias in ABC superlattices

## Definitions and conventions

A periodic superlattice is stacked along z from blocks of materials A, B and C, in that order. Its period is Λ. Each material has a centrosymmetric reference phase, the in-plane lattice is held fixed, and polarization lies along z. There is one domain and no free charge. The displacement D is therefore the same at every height:

dD/dz = 0.

Let ε be a background permittivity, taken equal in all materials. If p is the local polarization and E_loc the local field, then

D = εE_loc + p.

E denotes the field averaged over a period. Averaging this relation at E = 0 shows that D is then the mean polarization, so an expansion in D describes the polarization wells of a short-circuited stack.

The energy per volume u(D) is the minimum over all internal variables at fixed D, including the energy of the electric field. It obeys

E = du/dD.

At a prescribed mean field, the stable states minimize

G(D) = u(D) − ED.

A function f(D) has the odd part [f(D) − f(−D)]/2. A positive internal bias favours D > 0, so an applied field must be negative to compensate it.

The result to be derived is this. With one block of A and one of B per period, u(D) is even. With the order ABC, u(D) may contain odd terms:

u(D) = u₀ − FD + AD²/2 + CD³ + BD⁴/4.

Here A < 0 and B > 0 give two wells, while F and C, if present, generally make them unequal and shift the field loop. The italic sense of A, B, C as coefficients is confined to formulas for u; as names of materials they appear in stacking orders and as subscripts. Symmetry permits F and C but does not supply them: they need an interface energy that distinguishes D from −D.

## First derivation: reversal and interface energies

Inversion changes D into −D and reverses the order of the blocks. Since it leaves each material unchanged, the energies of a stack S and its reversed stack RS are related by

u(D; S) = u(−D; RS).

This assumes that the interface B|A, with B below A, is the inverted image of A|B. Different atomic terminations or different intermixing at the two interfaces would break this condition.

For AB, the reversed sequence is BA. In a periodic stack that is AB again, shifted by one block. A translation does not alter the energy, so

u(D; AB) = u(−D; AB),

and every odd term vanishes. For ABC, the reversed sequence is CBA, which is cyclically ACB. Going upward, A is followed by B in the original but by C in the reversed stack. No translation makes them equal. Reversal now relates two different stacks:

u(D; ABC) = u(−D; ACB).

An odd part is allowed, and it has opposite signs in the two orders.

The number of materials is not the criterion. ABCB contains three materials, but if its two B blocks are equally thick, its reverse, BCBA, is a cyclic shift of it. With unequal B blocks, as in ABCBB, where each letter stands for one unit of thickness, this fails. Conversely, AABABB contains two materials but is not reversible: its double A block is followed by a single B block, whereas in the reversed sequence it is followed by a double one.

To find where an odd part comes from, take blocks thick enough for their interfaces to be independent. Let wᵢ(D) be the bulk energy per volume of block i, lᵢ its thickness, and σ_XY(D) the energy per area of an interface with X below Y. Then

Λu(D) = Σᵢ lᵢwᵢ(D) + σ_AB(D) + σ_BC(D) + σ_CA(D).

The bulk energies are even, wᵢ(D) = wᵢ(−D). Inversion of an interface gives

σ_XY(D) = σ_YX(−D).

Let o_XY be the odd part of σ_XY. Inserting the last relation into the definition for the opposite interface gives

o_YX(D) = [σ_YX(D) − σ_YX(−D)]/2
= [σ_XY(−D) − σ_XY(D)]/2
= −o_XY(D).

In AB the odd sum is o_AB + o_BA = 0. In ABC it is

Λu_odd(D) = o_AB(D) + o_BC(D) + o_CA(D),

which contains no pair of opposite interfaces. If all three interface energies are even, the ABC stack still has an even u(D), despite its lack of inversion symmetry. Electrostatic coupling of even layers through a common D cannot create the missing term.

There is a second way for the sum to vanish. Suppose that each odd part is a difference of quantities belonging to the two materials, o_XY = v_Y − v_X. Around the period,

(v_B − v_A) + (v_C − v_B) + (v_A − v_C) = 0.

Such an interface term will be called transitive. A nonzero odd energy needs a part that is not transitive.

Now expand each odd part for small D:

o_XY(D) = −s_XY D + t_XY D³ + … .

The coefficients in u follow on division by Λ:

F = (s_AB + s_BC + s_CA)/Λ,
C = (t_AB + t_BC + t_CA)/Λ.

Each s_XY is a voltage. At D = 0, E = du/dD = −F, so the built-in voltage, counted as −ΛE, is the sum of the s_XY. For independent interfaces it does not depend on block thickness, and F falls as 1/Λ.

**Unequal wells.** Differentiation of the quartic energy gives

E = −F + AD + 3CD² + BD³.

Without odd terms, the wells at E = 0 satisfy A + BD² = 0. They lie at ±D₀, with

D₀² = −A/B.

For small F and C, write a well as D = ±D₀ + δ and keep terms of first order. The part AD + BD³ vanishes at ±D₀ and has the slope

A + 3BD₀² = A − 3A = −2A = 2|A|.

The condition E = 0 becomes 2|A|δ = F − 3CD₀², or

δ = (F − 3CD₀²)/(2|A|).

Both wells move in the same direction, so one magnitude of D grows and the other shrinks. The well energies change to first order by the odd energy at ±D₀; the displacement of a minimum affects its energy in second order. Thus

u(−) − u(+) = (FD₀ − CD₀³) − (−FD₀ + CD₀³)
= 2(FD₀ − CD₀³).

**Internal bias.** The cubic energy term can be removed by moving the origin. Put c = C/B and D = x − c. Then

3C(x − c)² = 3Cx² − 6Ccx + 3Cc²,
B(x − c)³ = Bx³ − 3Cx² + 3Ccx − Cc².

The quadratic terms cancel in the sum. Adding −F + A(x − c) yields

E = E_s + A′x + Bx³,
A′ = A − 3C²/B,
E_s = −F − AC/B + 2C³/B².

At the applied field E_s, dG/dx = A′x + Bx³ is odd in x. Hence G is even in x and its two wells have equal depth. The field compensating the internal bias is E_s, and the bias itself is −E_s.

The same field is the centre of the loop for uniform switching. A well loses stability where dE/dx = 0, that is, at x² = −A′/(3B) for A′ < 0. There

A′x + Bx³ = x(A′ − A′/3) = 2A′x/3.

Its two values are opposite, so the coercive fields are E_s ± E_c, with

E_c = 2|A′|^(3/2)/(3√3 √B).

To first order in the odd terms A′ may be replaced by A, which gives E_c = 2|A|D₀/(3√3). Two wells exist at zero applied field if |E_s| < E_c. A larger bias leaves one state, and the stack is then polar but not bistable at short circuit.

The cubic and linear terms do different work. If F = CD₀², then E_s and the depth difference vanish to first order, but δ = −CD₀²/|A| = −C/B. The wells are equally deep and still have different magnitudes of D. Unequal positions alone therefore do not prove a bias.

## Second derivation: relaxation of polar cells

The same conclusion follows from a lattice model without assigning an energy to a whole interface. Place one polar cell between each pair of neighbouring cation planes, X below and Y above. Its energy per volume is

e_XY = (D − p)²/(2ε) + ap²/2 + bp⁴/4 − hp.

The first term is the field energy εE_loc²/2. The coefficients a and b describe the local polar response. The field h describes the push on the polar ion when its two neighbouring planes differ. Reversing z exchanges X and Y and changes the signs of D and p. The energy remains the same if a and b are symmetric in X and Y and

h_YX = −h_XY.

In particular h = 0 between like planes. Neighbouring cells may also be coupled by g(pⱼ − pⱼ₊₁)²/2 with g ≥ 0. If angle brackets denote the mean over the N cells of a period,

u(D) = min over all p of ⟨e + g(pⱼ − pⱼ₊₁)²/2⟩.

Take b > 0 and 1/ε + a > 0 in every cell. The second derivative of e with respect to p, 1/ε + a + 3bp², is then positive. The coupling is also convex, so the minimum at each D is unique. A negative a can still produce two wells in u(D), because D is then free to vary as well.

Simultaneous reversal of D, all p and all h leaves the energy unchanged. Therefore

u(D; h) = u(−D; −h).

It follows that terms odd in D are also odd in h. With h = 0 there are none, whatever the stacking order.

To obtain the first odd term, replace h by λh and differentiate with respect to λ. The derivative through p vanishes because p is at a minimum, leaving

du/dλ = −⟨hp⟩.

At λ = 0 the polarization is p⁰(D), the relaxed response without interface fields. It is odd in D. Thus, to first order in h,

u_odd(D) = −⟨h p⁰(D)⟩.

The next correction to the odd part is of third order in h.

Consider first g = 0. Each p⁰ then depends only on D and on the symmetric coefficients a and b of its own cell. In AB, the two interface cells have the same p⁰ and opposite h, so they cancel. In ABC,

u_odd(D) = −[h_AB p⁰_AB + h_BC p⁰_BC + h_CA p⁰_CA]/N,

which has no corresponding cancellation.

The wells and the bias follow without a polynomial. Let ±D₀ now be the minima of the even energy. To first order,

u(−) − u(+) = 2⟨h p⁰(D₀)⟩.

An applied field adds −ED to the energy, and hence 2ED₀ to this difference. The wells become equally deep at

E = −⟨h p⁰(D₀)⟩/D₀.

The internal bias is the mean interface field, weighted by the local polarization relative to D₀. This form also holds for g > 0.

To recover the coefficients of the first derivation, set g = 0 and solve for p⁰. Its stationarity condition is

(p⁰ − D)/ε + ap⁰ + b(p⁰)³ = 0.

Multiply by ε and define κ = 1/(1 + εa):

p⁰ = κD − εbκ(p⁰)³.

Substitution of p⁰ = κD in the last term gives

p⁰ = κD − εbκ⁴D³ + … .

The contribution of a cell to the mean field without h is

(D − p⁰)/ε = (1 − κ)D/ε + bκ⁴D³ + …
= aκD + bκ⁴D³ + …,

since 1 − κ = εaκ. Integration over D gives the even energy, and −hp⁰ gives the odd energy. Averaging over cells,

A = ⟨aκ⟩, B = ⟨bκ⁴⟩,
F = ⟨hκ⟩, C = ε⟨hbκ⁴⟩.

These are leading-order coefficients in h. For cells of height d, the interface constants of the first derivation are s_XY = d h_XY κ_XY and t_XY = d ε h_XY b_XY κ_XY⁴. The earlier depth difference is 2⟨hp⁰(D₀)⟩ with p⁰ cut after its cubic term and D₀ taken from the quartic energy, D₀² = −A/B.

A simple source shows what three distinct species contribute. Give each species a number q and let

h_XY = η₁(q_Y − q_X) + η₃(q_Y − q_X)³.

Call the three successive differences x, y and z. They sum to zero, so z = −(x + y), and

x³ + y³ + z³ = x³ + y³ − (x + y)³ = −3xy(x + y) = 3xyz.

The linear terms cancel around the period, leaving

h_AB + h_BC + h_CA = 3η₃(q_B − q_A)(q_C − q_B)(q_A − q_C).

For η₃ ≠ 0 this is nonzero if all three labels differ, and zero if any two coincide.

A transitive h does not make the interface energy exactly transitive, because s_XY = d h_XY κ_XY also contains κ_XY. Electrostatics keeps the remainder small. If ε|a| is small, κ ≈ 1 − εa and

F ≈ ⟨h⟩ − ε⟨ha⟩.

For a transitive source ⟨h⟩ = 0, and only the second term remains. It comes from the slight difference in polarization between interface cells; a uniform p would remove it.

## Worked example

Take three cation planes of each species, so N = 9, with d = 0.40 nm and ε equal to five times the vacuum permittivity, or 4.43 × 10⁻¹¹ F/m. These are round model parameters, not those of a named material:

A: a = −3.0 × 10⁸ m/F, b = 0.8 × 10⁹ m⁵/(C²F), q = 0
B: a = 1.0 × 10⁸ m/F, b = 1.5 × 10⁹ m⁵/(C²F), q = 1
C: a = −1.0 × 10⁸ m/F, b = 1.0 × 10⁹ m⁵/(C²F), q = 0.4

Interface cells take the arithmetic mean of a and of b. With η₁ = 50 MV/m and η₃ = 30 MV/m, the interface fields are

h_AB = 50(1) + 30(1)³ = 80.00 MV/m,
h_BC = 50(−0.6) + 30(−0.6)³ = −36.48 MV/m,
h_CA = 50(−0.4) + 30(−0.4)³ = −21.92 MV/m.

Their sum is 21.60 MV/m, and the mean over nine cells is 2.40 MV/m. The weights κ raise this slightly, to F = 2.418 MV/m. With g = 0, the other averages are

A = −1.013 × 10⁸ m/F,
B = 1.114 × 10⁹ m⁵/(C²F),
C = 1.36 × 10⁵ m³/(CF).

Thus D₀ = √(1.013 × 10⁸/1.114 × 10⁹) = 0.302 C/m². The cubic correction to the bias is CD₀² = 0.012 MV/m, so the linear term dominates here. The formulas give

δ = (2.418 − 0.037) × 10⁶/(2.027 × 10⁸) = 0.0117 C/m²,
u(−) − u(+) = 2(0.729 − 0.004) = 1.45 MJ/m³,
E_s = −2.418 + 0.012 = −2.41 MV/m,
E_c = 0.385 × 101.3 × 0.302 = 11.8 MV/m.

In the last line |A| is in units of 10⁶ m/F, so the product is in MV/m.

The full cell model can also be solved without expanding in D or h. Newton iteration relaxes all p at fixed D, and numerical root searches locate the stationary states at E = 0. The wells lie at 0.315 and −0.291 C/m². Half their sum is 0.0120 C/m², about 2% above the first-order δ. That formula omits energy terms beyond D⁴ and higher orders in the odd terms; their separate shares have not been resolved.

The positive well is deeper by 1.46 MJ/m³. The barrier is 3.10 MJ/m³ from that well and 1.64 MJ/m³ from the other. Its top lies at −0.024 C/m², where the linear balance −F + AD = 0 places it.

The extrema of E(D) give coercive fields of −14.20 and 9.39 MV/m. Their midpoint is −2.41 MV/m, and a separate search for the field of equal well depth gives the same value. The bias is about one fifth of the half-width, so both states are locally stable against a uniform change of D at zero field. This says nothing about how long the shallower state lasts: its barrier amounts to only 0.66 meV per cube of side d, far below the thermal energy at room temperature. These coercive fields refer to uniform switching; nucleation of domains would open another path.

With η₃ = 0 the source is transitive, and relaxation at D = 0 gives F = 0.005 MV/m. The estimate −ε⟨ha⟩ explains its size. The interface fields are now 50, −30 and −20 MV/m, and the corresponding a are −1, 0 and −2 in units of 10⁸ m/F. Thus ⟨ha⟩ = (−50 + 40) × 10¹⁴/9 V/F, which leads to 0.005 MV/m. With the parameters of this example, the nontransitive part supplies nearly all the bias.

Next include g = 1.0 × 10⁹ m/F. The field −E at D = 0 is 2.418 MV/m for three planes per block and 1.209 MV/m for six. Multiplication by periods of 3.6 and 7.2 nm gives 8.70 mV in both cases. The voltage is set by the interfaces, while the field is diluted by the longer period.

## What each derivation assumes

The reversal argument at the start of the first derivation needs no model of the polar response and no thick blocks. It needs centrosymmetric materials and opposite interfaces that are images of each other. It decides whether odd terms are forbidden, but cannot give their size. The decomposition into σ_XY then adds the assumption of independent interfaces, and the formulas for wells and bias add a quartic energy.

The second derivation assumes a particular local energy, with one polarization per cell. In return it gives the odd energy from h and p⁰, allows neighbouring interfaces to influence one another through g, and needs no quartic expansion for the first-order depth difference. Its expressions for F, A, C and B require g = 0, and its odd energy requires weak interface fields.

AABABB separates these assumptions. Its sequence permits odd terms, yet it has two A|B and two B|A interfaces, whose odd energies cancel if they are independent. The cell model with g = 0 gives the same cancellation. With g = 1.0 × 10⁹ m/F, numerical relaxation gives an odd energy of 1.3 J/m³ at D = 0.30 C/m², since the interface cells now respond to different surroundings. The size of this value depends on the choice of mean coefficients for the interface cells; shifting their a by ±10⁸ m/F gives about ±50 J/m³. For the ABC stack above, the value at the same D and g is −7.2 × 10⁵ J/m³. Both stacks lack inversion symmetry, but in this ABC stack the odd part survives even when the interfaces act separately.

Both derivations rely on a common D. Free charge makes D vary with height, and domains make it vary in the plane. In either case a single function u(D) no longer describes the stack, and the bias formulas cannot be applied without extending the model. The bias found here also belongs to the periodic stack alone. In a capacitor of finite thickness the electrodes and end interfaces add their own energy terms, so a measured loop shift need not come from the stacking order.

All numerical values are calculated from the stated model.
